# Union-find for developer breakthrough and its finite-size threshold shift

Suppose that a contact hole is exposed just strongly enough for the soluble part of the resist to percolate in an unlimited block of material. In the lattice model treated here, about nine in ten holes 24 nm wide in a 36 nm film then stay closed, and with 2 nm cells their mean threshold lies about 0.04 higher in soluble fraction. The infinite-lattice threshold is the wrong number for such a hole. The obvious way of finding the right one, a fresh simulation of development at each trial dose, wastes most of its work and gives the threshold only to the spacing of the trial doses. Both faults can be cured together.

## The model and the naive scheme

Divide the resist into cubic cells of edge $a$, in $H$ layers of $W\times W$ cells, so that $N=HW^2$. Each cell is soluble with probability $p$, independently of the others. Developer covers the top face. A soluble cell dissolves once a cell sharing a face with it is wet; top cells are in contact with developer from the start. The side walls are unexposed and insoluble, and the substrate lies below the last layer.

The event of interest is **breakthrough**: a wet path first reaches the substrate. It is a weaker event than removal of the whole film, and the difference in dose is large, as shown below.

The naive scheme fixes $p$, draws the soluble cells, and spreads the wet region step by step until it stops. This costs of order $N$ operations and answers one yes-or-no question. To locate the threshold of one random film by adding soluble cells singly and restarting the erosion each time would cost of order $N^2$. The waste lies in forgetting which cells were already connected.

## What may be remembered

Call two soluble cells connected if a chain of face-sharing soluble cells joins them, and call a maximal connected set a cluster. When erosion stops, the wet set is the union of the clusters that touch the top:

- A wet cell was wetted by a wet neighbour, that one by an earlier one, and so on back to the top. The chain consists of soluble cells, so the cell belongs to a top-touching cluster.
- Conversely, take a cell in such a cluster and a soluble chain from the top to it. The first cell is wet, and each wet cell wets the next, so the last becomes wet.

The final state therefore depends on clusters alone. On 30 random films of $18\times12\times12$ cells with $p=0.34$, clusters and time-stepped erosion gave the same wet set, cell by cell.

The argument limits the sense in which erosion may be called directed. The direction comes from the source at the top; inside the film developer may turn sideways or upward. If upward steps were forbidden, a lower cell could be reached from the one above it but not the reverse. Reachability would no longer be symmetric, and clusters could not represent it. A soluble channel that runs down, across, up, across and down again would be counted as open although the rule blocks it. Since each path allowed by the stricter rule is also allowed by the free one, the stricter threshold can only be equal or higher.

## The scheme

Start with no soluble cells and make them soluble one at a time in random order. Store each cluster as a tree whose root carries the cluster size and two bits: bit 1 if the cluster touches the top, bit 2 if it touches the substrate.

1. Make the next cell soluble, as a cluster of size one with the bits of its own position.
2. For each soluble neighbour, follow the tree to its root. If the roots differ, hang the smaller tree below the root of the larger, add the sizes, and combine the bits by logical OR.
3. If the root now carries both bits, record the number $n^*$ of soluble cells and stop.

Only the cluster of the newest cell changes, so only its root need be examined. A film of entirely soluble cells is open, so $n^*$ exists.

The cost follows from the rule in step 2. A cell moves one level further from its root only when its cluster joins one at least as large, which at least doubles the size of the cluster containing it. Since no cluster exceeds $N$ cells, this happens at most $\log_2N$ times. For $N=2592$ that is at most 11 levels. There are fewer than $3N$ neighbouring pairs, and each is examined when its second cell becomes soluble. The cost is thus at most of order $N\log N$ per film, and it yields the threshold itself. Shortening the trees during searches reduces the work further.

## From a count to a probability

The run gives a count, while exposure sets a probability. Dividing $n^*$ by $N$ would nearly give the right mean but would miss part of the spread, because at fixed $p$ the number of soluble cells itself fluctuates.

Give each cell an independent label $u$, uniform between 0 and 1, and call it soluble at $p$ if $u\le p$. Raising $p$ makes the cells soluble in order of their labels. This order is random and independent of the sorted label values. The threshold $p^*$ of the film is therefore the $n^*$-th smallest of $N$ uniform labels. For $n^*=n$ its density is

$$f_n(u)=\frac{N!}{(n-1)!\,(N-n)!}\,u^{n-1}(1-u)^{N-n},$$

because $n-1$ labels lie below $u$, one lies at $u$, and $N-n$ lie above. With $\int_0^1u^r(1-u)^s\,du=r!\,s!/(r+s+1)!$,

$$\int_0^1 u f_n\,du=\frac{N!}{(n-1)!(N-n)!}\,\frac{n!\,(N-n)!}{(N+1)!}=\frac{n}{N+1},$$

$$\int_0^1 u^2 f_n\,du=\frac{N!}{(n-1)!(N-n)!}\,\frac{(n+1)!\,(N-n)!}{(N+2)!}=\frac{n(n+1)}{(N+1)(N+2)}.$$

Averaging over random orders gives

$$\bar p=\frac{\langle n^*\rangle}{N+1},\qquad \sigma^2=\frac{\langle n^*(n^*+1)\rangle}{(N+1)(N+2)}-\bar p^{\,2}.$$

To see what the fluctuating cell number contributes, subtract the squared mean at fixed $n$:

$$\frac{n(n+1)}{(N+1)(N+2)}-\frac{n^2}{(N+1)^2}=\frac{n(N+1-n)}{(N+1)^2(N+2)}.$$

The numerator on the right comes from $(n+1)(N+1)-n(N+2)=N+1-n$. The average of this term adds to the variance of $n^*/(N+1)$. It is close to $\bar p(1-\bar p)/(N+2)$ when the distribution is narrow.

The probability $R(p)$ that a film is open is the probability that at least $n^*$ labels lie below $p$:

$$R(p)=\Big\langle \sum_{m=n^*}^{N}\binom Nm p^m(1-p)^{N-m}\Big\rangle .$$

One set of runs thus gives the whole curve, with no grid of trial doses. Also, $p^*$ is the length of the interval of $p$ in which the film is closed, so $\bar p=\int_0^1[1-R(p)]\,dp$.

This last relation allows a complete check on a film of four layers with two cells each. Running through all $8!=40\,320$ orders gives $\bar p=0.679365$. Eroding each of the $2^8=256$ possible films and integrating $1-R$ gives the same value.

## The finite-size shift

First keep the shape fixed and take cubes, $H=W=L$. Near the infinite-lattice threshold $p_c$, the correlation length grows as $|p-p_c|^{-\nu}$. The scaling hypothesis says that for large $L$ the opening probability depends, on each side of $p_c$, only on the ratio of system size to this length:

$$R(p,L)=\Phi(x),\qquad x=(p-p_c)\,\ell^{1/\nu},\qquad \ell=L+\delta.$$

The constant $\delta$ allows for boundary layers. Define $X=(p^*-p_c)\ell^{1/\nu}$. Its distribution function is $\Phi$, the same for all sizes, so

$$\bar p=p_c+\langle X\rangle\,\ell^{-1/\nu},\qquad \sigma=\mathrm{sd}(X)\,\ell^{-1/\nu}.$$

Fitting the first relation directly would require $\nu$ and $\delta$. Dividing out $\ell^{-1/\nu}$ removes both:

$$\bar p=p_c+c\,\sigma,\qquad c=\frac{\langle X\rangle}{\mathrm{sd}(X)} .$$

A straight line through measured pairs $(\sigma,\bar p)$ meets $\sigma=0$ at $p_c$. The measured pairs are:

| $L$ | $\bar p$ | $\sigma$ |
|---|---|---|
| 8 | 0.3365 | 0.0505 |
| 12 | 0.3276 | 0.0327 |
| 16 | 0.3222 | 0.0240 |
| 24 | 0.3176 | 0.0169 |
| 48 | 0.3147 | 0.0073 |

The standard errors of the means are about 0.001. The cube with $L=48$ was measured differently, by labelling clusters at trial values of $p$ and halving the interval. The line through the four smaller sizes predicts 0.3128 for it. The prediction is low by $0.0019\pm0.0018$, which is compatible with sampling error.

A fit to all five sizes gives $p_c=0.3102\pm0.0010$ and $c=0.519\pm0.034$. The accepted threshold for this lattice is 0.3116, higher by 1.4 standard errors. For $L=8$ the line gives $0.3102+0.519\times0.0505=0.3364$, against the measured 0.3365.

The width falls as $L^{-1.066\pm0.050}$ over this range. The accepted asymptotic exponent is $1/\nu=1.142$. A positive $\delta$ would lower the apparent exponent, since

$$-\frac{d\ln\sigma}{d\ln L}=\frac1\nu\,\frac{L}{L+\delta},$$

but the present errors do not establish that this is the cause. They do exclude $L^{-3/2}$, the law for an average over $L^3$ independent cells. Breakthrough is decided by connected paths, not by such an average.

## Fixed thickness: a different limit

A resist film has a given thickness, while hole width varies. The constant $c$ belongs to one shape and cannot be carried over. Two limits show how strongly shape matters.

For $W=1$ the film is a single column. It is open only if all $H$ cells are soluble, so $R=p^H$ and

$$\bar p=\int_0^1(1-p^H)\,dp=\frac{H}{H+1}.$$

With $H=18$ this is 0.947.

For a very wide film, consider only the $W^2$ straight columns. They are independent, and one open column suffices, so

$$R(p)\ge1-(1-p^H)^{W^2}.$$

At fixed $H$ and any $p>0$ the right side tends to 1 as $W\to\infty$. The breakthrough threshold then tends to zero, not to $p_c$: a sufficiently large area contains a pinhole somewhere. To approach $p_c$, thickness and width must grow together.

Between these limits the threshold cannot rise with width, because a wide hole contains the narrow one and all its paths.

## A 24 nm contact hole

Take $a=2$ nm, a hole 24 nm square and a film 36 nm thick. This gives $18\times12\times12=2592$ cells. The 600 runs give

$$\bar p=0.3491\pm0.0010,\qquad \sigma=0.0266 .$$

The shift from the extrapolated threshold is $0.3491-0.3102=0.0389$, or $1.46\,\sigma$. For any distribution, the probability of lying at least $t\sigma$ below the mean is at most $1/(1+t^2)$. With $t=1.46$ this is 0.32, so at $p=p_c$ at most about 32% of the holes are open. The bound is loose: the fraction actually open is about 9%, the failure stated at the beginning. This fraction is set mainly by shape, not by smallness. The scaling form gives $R(p_c)=\Phi(0)$ at fixed proportions, and lattices from $9\times6\times6$ to $72\times48\times48$ cells give between about 11% and 7%. What grows as the hole becomes smaller is the shift in $p$ needed to open it.

The fluctuating cell number contributes about $0.349\times0.651/2594=8.8\times10^{-5}$ to $\sigma^2=7.1\times10^{-4}$, roughly 12%. At $p=\bar p$ the formula for $R$ gives 0.487, while direct labelling of 2000 fresh films gives 0.494.

At the same thickness, a 12 nm hole has $\bar p=0.4285$ and a 48 nm hole 0.3084. The latter lies slightly below the extrapolated $p_c$. That difference is within the errors, but the fall toward the wide-film limit is real: a 96 nm hole gives about 0.284, well below $p_c$.

To convert to dose, let a cell become soluble when it absorbs at least one photon. For weak absorption in a cell, $\alpha a\ll1$, the mean number absorbed at dose $E$ is $kE$ with $k=\alpha a^3/(h\nu_{\rm ph})$, where $\nu_{\rm ph}$ is the light frequency. Poisson statistics give probability $e^{-kE}$ for no absorption, hence

$$p=1-e^{-kE},\qquad E=-\frac{\ln(1-p)}{k}.$$

For $\alpha=5$ per µm and 91.84 eV photons, $k=0.02718$ per mJ/cm². The mean threshold corresponds to

$$E=\frac{-\ln(0.6509)}{0.02718}=15.8\ \mathrm{mJ/cm^2},$$

against 13.7 mJ/cm² at $p_c$. The finite-size shift costs about 16% of the latter dose. This share depends on the chosen cell edge: with $a=1$ nm the same hole has $36\times24\times24$ cells, $\bar p\approx0.329$, and the share falls to about 7%. Opening 95% of holes requires $p=0.391$, or 18.2 mJ/cm². Much rarer failures cannot be read reliably from 600 runs.

## Breakthrough is not a clean hole

At breakthrough only 20% of the film has dissolved. To judge the rest, consider the insoluble cells. They too are independent, with fraction $1-p$, so they form a top-to-bottom skeleton under the same connectivity rule. The skeleton is lost when $1-p$ falls below a threshold distributed like $p^*$. The mean value of $p$ at its loss is therefore $1-0.3491=0.6509$, corresponding to 38.7 mJ/cm², about 2.5 times the breakthrough dose.

Soluble pockets that developer cannot reach also remain solid. At this $p$ they raise the probability of a spanning solid by about 0.05, so the actual loss comes slightly later. Even then, residue on the substrate is practically certain: on average $0.349\times144\approx50$ of the 144 cells in the bottom layer are insoluble. Loss of the skeleton is necessary for a clean hole, but not sufficient.

## How far the numbers carry over

The example is placed in the regime of positive chemically amplified resists for extreme ultraviolet exposure. Its absorption, film thickness and development conditions are rough typical values. The dose scale depends on the chosen cell edge: at given $p$, $E$ varies as $a^{-3}$. The size of the computed doses is therefore no test of the model. Of the assumptions tested here, independence of cells matters most: electrons and diffusing acid spread the effect of one photon over several nanometres. With solubility represented by Gaussian noise smoothed over 3 nm, the mean threshold falls from 0.349 to $0.248\pm0.007$. This change in the mean is over twice the finite-size shift and opposite in sign. The spread grows as well: a standard error of 0.007 from 200 films corresponds to a standard deviation of about 0.10, roughly four times that for independent cells. The lower mean therefore does not imply that 95% of holes open at a lower soluble fraction. These thresholds are soluble fractions; a dose would require a new exposure law. The computed doses are therefore model values, not process settings.

The other effects examined are smaller. Attenuation with depth raises the required surface dose by 10%. Forbidding upward steps raises the threshold by $0.007\pm0.002$, so the choice of rule matters little for this hole, though it decides whether union-find is valid. The shortest wet path at breakthrough averages 76.5 nm, 2.1 times the film thickness. At a rough dissolution rate of 100 nm/s it takes 0.76 s of a 30 s development, which supports using the final wet set to decide breakthrough. A dissolution rate some forty times lower would remove that support. Swelling, slow dissolution at the surface and attachment of residues to the side walls are left out. In the numerical output, "clearing" means breakthrough, not complete removal of the film.

## Values computed for the example and the checks

```
8-cell ladder: mean p* all orderings 0.679365, quadrature 0.679365
cube L=8 cells: mean p* 0.3365 +/- 0.0010, sigma 0.0505
cube L=12 cells: mean p* 0.3276 +/- 0.0010, sigma 0.0327
cube L=16 cells: mean p* 0.3222 +/- 0.0010, sigma 0.0240
cube L=24 cells: mean p* 0.3176 +/- 0.0012, sigma 0.0169
cube L=48 cells: mean p* 0.3147 +/- 0.0009, sigma 0.0073
L=48 mean predicted from smaller cubes: 0.3128
prediction minus measurement: -0.0019 +/- 0.0018
extrapolated p_c: 0.3102 +/- 0.0010 (accepted 0.3116)
shift/sigma ratio c: 0.519 +/- 0.034
effective width exponent: 1.066 +/- 0.050
accepted asymptotic exponent 1/nu: 1.142
hole width 24 nm, film 36 nm, cell 2 nm
hole lattice: 18 x 12 x 12 = 2592 cells
hole mean threshold: 0.3491 +/- 0.0010
hole threshold sigma: 0.0266
hole shift from extrapolated p_c: 0.0389
threshold, 12 nm hole: 0.4285 +/- 0.0017
threshold, 48 nm hole: 0.3084 +/- 0.0016
clearing probability at mean: 0.487, by labelling 0.494
soluble fraction clearing 95% of holes: 0.3906
absorption 5.0 per um, wavelength 13.5 nm
photon energy: 91.84 eV
absorbed photons per cell per mJ/cm2: 0.02718
photon-scatter test: hit fraction 0.3501
dose at extrapolated p_c: 13.66 mJ/cm2
dose at hole mean threshold: 15.80 mJ/cm2
dose clearing 95% of holes: 18.22 mJ/cm2
film dissolved at breakthrough: 20.2 %
skeleton-loss soluble fraction: 0.6509
skeleton-loss dose: 38.71 mJ/cm2
dry pockets raise solid spanning probability by: 0.052
shortest wet path at breakthrough: 76.5 nm
path / film thickness: 2.12
time on path at 100 nm/s: 0.76 s of 30 s
threshold rise without upward steps: 0.0068 +/- 0.0022
threshold with 3 nm blur: 0.2476 +/- 0.0072
surface dose factor from depth attenuation: 1.100
```
